\section*{Localization length of a weakly disordered chain away from band centre}

\section{A wire that should conduct}

Take a chain of 521 sites with hopping $0.5$ eV, and an electron $0.4$ eV from the centre of its $2$ eV wide band. Without disorder the chain transmits perfectly. Now let each site energy vary at random within a range of $0.3$ eV. The electron's energy is still well inside the band, yet the typical transmission falls to $0.0095$. The loss comes from coherent backscattering, and its rate per site can be calculated.

\section{Model and theorem}

The amplitudes $\psi_n$ obey
\begin{equation}
-t(\psi_{n+1}+\psi_{n-1})+\varepsilon_n\psi_n=E\psi_n,\qquad t>0. \label{chain}
\end{equation}
The $\varepsilon_n$ are independent and uniform on $[-W/2,W/2]$, so their mean is zero and their variance is $\sigma^2=W^2/12$. Inside the clean band write $E=-2t\cos k$ with $0<k<\pi$, and define
\begin{equation}
v_n=-\frac{\varepsilon_n}{t\sin k},\qquad
s^2=\overline{v_n^2}=\frac{\sigma^2}{t^2\sin^2k}. \label{s}
\end{equation}
An overbar is an average over the energy of one site. Angle brackets $\langle\cdot\rangle$ are an average over disorder and over the sites of a long chain.

The inverse localization length $\gamma$ is the mean growth rate per site of $\ln|\text{amplitude}|$ for a real solution started at one end. The transfer matrix taking $(\psi_n,\psi_{n-1})$ to $(\psi_{n+1},\psi_n)$ has determinant one, so growth at rate $\gamma$ is paired with decay at rate $\gamma$. Intensities change at twice this rate.

\paragraph{Theorem.} For fixed $E$ with $0<|E|<2t$, as $W\to0$,
\begin{equation}
\gamma=\frac{s^2}{8}+O(s^4)
=\frac{W^2}{24(4t^2-E^2)}+O(W^4). \label{law}
\end{equation}

The two forms agree because $4t^2\sin^2k=4t^2-E^2$:
\begin{equation*}
\frac{s^2}{8}=\frac{W^2/12}{8t^2\sin^2k}
=\frac{W^2/12}{2(4t^2-E^2)}.
\end{equation*}
The constant in the error term depends on $E$. It is not uniform near $E=0$ or $|E|=2t$; in practice one needs $s^2\ll|\sin2k|$.

\section{Growth and phase}

\paragraph{Lemma 1.} Let $A_n=\psi_n-e^{-ik}\psi_{n-1}$, $e^{ik}A_n=R_ne^{i\varphi_n}$, $w_n=e^{2i\varphi_n}$ and $q_n=iv_n/2$. Then
\begin{align}
\ln\frac{R_{n+1}}{R_n}&=\mathrm{Re}\,\ln[1+q_n(w_n-1)],\label{growth}\\
w_{n+1}&=e^{2ik}\,\frac{w_n+q_n(w_n-1)}{1+q_n(w_n-1)}. \label{map}
\end{align}

\emph{Proof.} Dividing (\ref{chain}) by $-t$ gives
\begin{equation}
\psi_{n+1}+\psi_{n-1}=(2\cos k-v_n\sin k)\psi_n. \label{rec}
\end{equation}
Since $2\cos k-e^{-ik}=e^{ik}$,
\begin{align*}
A_{n+1}&=\psi_{n+1}-e^{-ik}\psi_n
=e^{ik}\psi_n-\psi_{n-1}-v_n\sin k\,\psi_n\\
&=e^{ik}A_n-v_n\sin k\,\psi_n .
\end{align*}
For real $\psi$, the imaginary part of $e^{ik}A_n=e^{ik}\psi_n-\psi_{n-1}$ is $\sin k\,\psi_n$. Hence $\sin k\,\psi_n=R_n\sin\varphi_n$ and
\begin{equation}
A_{n+1}=R_n(e^{i\varphi_n}-v_n\sin\varphi_n). \label{kick}
\end{equation}
Next, $v\sin\varphi\,e^{i\varphi}=v(w-1)/(2i)=-q(w-1)$. The modulus of (\ref{kick}) equals that of its complex conjugate, $R_n|e^{-i\varphi_n}-v_n\sin\varphi_n|$. Multiplying inside by $e^{i\varphi_n}$ gives (\ref{growth}). For the phase, $w_{n+1}=e^{2ik}A_{n+1}/A_{n+1}^*$; multiplying numerator and denominator by $e^{i\varphi_n}$ gives (\ref{map}). $\square$

$R_n$ is a fair measure of amplitude, because
\begin{equation*}
R_n^2=\psi_n^2+\psi_{n-1}^2-2\cos k\,\psi_n\psi_{n-1}
\end{equation*}
lies between $1-|\cos k|$ and $1+|\cos k|$ times $\psi_n^2+\psi_{n-1}^2$. These fixed factors do not affect a growth rate.

\paragraph{Lemma 2.} Let $c_m=\langle w^m\rangle$. If $e^{2imk}\ne1$, then $c_m=O(s^2)$.

\emph{Proof.} With $x=q(w-1)$, the fraction in (\ref{map}) is
\begin{equation*}
\frac{w+x}{1+x}=(w+x)(1-x+x^2-\cdots)=w-x(w-1)+x^2(w-1)-\cdots,
\end{equation*}
so
\begin{equation}
w_{n+1}=e^{2ik}\left[w-q(w-1)^2+q^2(w-1)^3+O(v^3)\right], \label{expand}
\end{equation}
with $w=w_n$ and $q=q_n$ on the right. The phase $w_n$ depends on earlier site energies and not on $\varepsilon_n$. We may therefore average over $v_n$ at fixed $w_n$. The terms linear in $q$ vanish, leaving $e^{2imk}w_n^m+O(s^2)$ for the mean of $w_{n+1}^m$. The sum over $N$ sites of $w_{n+1}^m-w_n^m$ telescopes to two end terms of modulus one, so its site average is at most $2/N$. As $N\to\infty$ this gives $(1-e^{2imk})c_m=O(s^2)$. $\square$

If a site average had no limit, the argument would apply to every convergent subsequence, with the same bounds. The estimates do not presuppose a random phase: they show that the rotation by $k$ at each site evens out the relevant harmonics.

\emph{Proof of the theorem.} Since $|q(w-1)|\le|v|\le\sqrt3\,s$, the logarithm in (\ref{growth}) can be expanded for small $s$. Here $\overline q=\overline{q^3}=0$ and $\overline{q^2}=-s^2/4$, so
\begin{align}
\gamma&=-\tfrac12\,\overline{q^2}\,\mathrm{Re}\langle(w-1)^2\rangle+O(s^4)\nonumber\\
&=\frac{s^2}{8}\left(1-2\,\mathrm{Re}\,c_1+\mathrm{Re}\,c_2\right)+O(s^4). \label{harm}
\end{align}
Inside the band $e^{2ik}\ne1$, and for $E\ne0$ also $e^{4ik}\ne1$. Lemma 2 makes $c_1$ and $c_2$ of order $s^2$, which proves (\ref{law}). $\square$

\section{The next order}

Away from the band centre and the band edges, the first correction shows how accurate the law is. Averaging (\ref{expand}) gives
\begin{equation*}
c_1=e^{2ik}\left[c_1-\tfrac{s^2}{4}\langle(w-1)^3\rangle\right]+O(s^4).
\end{equation*}
Squaring (\ref{expand}) before averaging gives
\begin{equation*}
c_2=e^{4ik}\left[c_2-\tfrac{s^2}{4}\langle(w-1)^4+2w(w-1)^3\rangle\right]+O(s^4).
\end{equation*}
If $c_1,\dots,c_4$ are $O(s^2)$, the two averages on the right are $-1$ and $+1$ to leading order. With $1-e^{2imk}=-2i\sin(mk)\,e^{imk}$,
\begin{equation}
c_1=\frac{is^2e^{ik}}{8\sin k}+O(s^4),\qquad
c_2=-\frac{is^2e^{2ik}}{8\sin2k}+O(s^4). \label{c}
\end{equation}
Their real parts are $-s^2/8$ and $+s^2/8$.

Lemma 2 does not cover $c_3$ when $e^{6ik}=1$, which happens at $E=\pm t$, or $c_4$ when $e^{8ik}=1$ with $E\neq0$, at $E=\pm\sqrt2\,t$. There the damping is of second order. The $q^2$ part of $w_{n+1}^m$ is $e^{2imk}$ times
\begin{equation*}
m w^{m-1}(w-1)^3+\tfrac{m(m-1)}{2}w^{m-2}(w-1)^4 .
\end{equation*}
Its coefficient of $w^m$ is $3m+3m(m-1)=3m^2$, and for $m\ge3$ it has no constant term. At resonance the equation for $c_m$ thus becomes $\frac34m^2s^2c_m=O(s^4)$, because the other harmonics that enter are not resonant and are $O(s^2)$. Hence $c_3$ and $c_4$ are $O(s^2)$ there too.

The logarithm also supplies $-\frac14\overline{q^4}$. A box distribution of half-width $h$ has $\overline{v^2}=h^2/3$ and $\overline{v^4}=h^4/5=9s^4/5$, so $\overline{q^4}=9s^4/80$. Collecting terms,
\begin{align}
\gamma&=\frac{s^2}{8}\left(1+\frac{s^2}{4}+\frac{s^2}{8}\right)-\frac{9s^4}{320}+O(s^6)\nonumber\\
&=\frac{s^2}{8}\left(1+\frac{3s^2}{20}\right)+O(s^6). \label{next}
\end{align}
A numerical solution for the stationary phase under the full map (\ref{map}), at $W/t=0.1$, gives correction coefficients between $0.1495$ and $0.1499$ at $E/t=0.5$, $0.8$, $1.0$ and $1.5$, against $3/20$. The point $E=t$ is not anomalous at this order.

\section{Where the law fails}

\paragraph{Band centre.} At $E=0$, $k=\pi/2$ and $e^{4ik}=1$, so $c_2$ need not be small. Taking the argument of $1-v\sin\varphi\,e^{-i\varphi}$ from (\ref{kick}), the phase advances by $\pi/2$ plus
\begin{equation*}
v\sin^2\varphi+v^2\sin^3\varphi\cos\varphi+O(v^3).
\end{equation*}
At the next site $\varphi$ has shifted by $\pi/2$, so $\sin\varphi\to\cos\varphi$ and $\cos\varphi\to-\sin\varphi$. Two sites rotate $\varphi$ by $\pi$, which leaves $w$ unchanged, and add a random step of mean square $D$ and mean $b$:
\begin{align*}
D&=s^2(\sin^4\varphi+\cos^4\varphi)=\tfrac{s^2}{4}(3+\cos4\varphi),\\
b&=s^2\sin\varphi\cos\varphi(\sin^2\varphi-\cos^2\varphi)=-\tfrac{s^2}{4}\sin4\varphi=\tfrac14D'.
\end{align*}
Cross terms between the sites average to zero because their energies are independent. For weak disorder the density $\rho$ of $\varphi$ follows a diffusion equation with current $b\rho-\frac12(D\rho)'$. Setting the current to zero gives $\rho'/\rho=-D'/(2D)$, so
\begin{equation*}
\rho\propto(3+\cos4\varphi)^{-1/2}.
\end{equation*}
This is periodic and positive, hence it is the stationary density. It is unchanged by $\varphi\to\varphi+\pi/2$, so $\mathrm{Re}\,c_1=0$, and (\ref{harm}) gives
\begin{equation*}
\gamma(E=0)\simeq\frac{W^2}{96t^2}\left(1+\langle\cos4\varphi\rangle\right)
=0.9139\,\frac{W^2}{96t^2}\simeq\frac{W^2}{105\,t^2}.
\end{equation*}
The phase favours angles with $\cos4\varphi<0$, which lowers the growth rate by about 9 per cent relative to (\ref{law}).

The anomaly is narrow. Near the centre $|1-e^{4ik}|=2|\sin2k|\simeq2|E|/t$, which must compete with the damping $3s^2$ of $c_2$ found above (the case $m=2$). The crossover energy scale is therefore $\sigma^2/t$.

\paragraph{Band edge.} At $E=2t$ put $\psi_n=(-1)^n\chi_n$. Equation (\ref{chain}) becomes
\begin{equation*}
\chi_{n+1}+\chi_{n-1}-2\chi_n=-(\varepsilon_n/t)\chi_n .
\end{equation*}
If $\chi$ varies over $\ell$ sites, the left side is of order $\chi/\ell^2$, while the disorder averaged over that distance is of order $\sigma/\sqrt\ell$. Balancing them,
\begin{equation*}
\ell^{-2}\sim\frac{\sigma}{t}\,\ell^{-1/2}\quad\Longrightarrow\quad
\gamma\sim\ell^{-1}\sim(\sigma/t)^{2/3}.
\end{equation*}
The rate stays finite where (\ref{law}) diverges. This is a scaling argument, not a proof. Iterating random chains at $E=2t$ gives $\gamma=0.0171$ per site for $W/t=0.05$ and $0.0681$ for $W/t=0.40$, an effective power of about $0.66$, close to $2/3$.

\section{Transmission}

\paragraph{Proposition.} For $N$ disordered sites between clean leads, $\langle\ln T\rangle=-2\gamma N$, up to an end term that stays bounded as $N$ grows and relative corrections of order $s^2$.

\emph{Proof.} Since $dE/dk=2t\sin k>0$, the wave $e^{ikn}$ moves right. Send a wave in from the right, so that only $e^{-ikn}$ exists on the left. Define $B_n=\psi_n-e^{ik}\psi_{n-1}$ and $r_n=e^{2ik}A_n/B_n$. $B_n$ vanishes for $e^{ikn}$ and so measures the left-moving wave; $A_n$ measures the right-moving one. Therefore $T=|B_1|^2/|B_{N+1}|^2$ and $r_1=0$. From the definitions,
\begin{equation*}
2i\sin k\,\psi_n=e^{ik}A_n-e^{-ik}B_n=e^{-ik}B_n(r_n-1).
\end{equation*}
The recursion (\ref{rec}) gives $B_{n+1}=e^{-ik}B_n-v_n\sin k\,\psi_n$. As $-1/(2i)=i/2$,
\begin{equation*}
B_{n+1}=e^{-ik}B_n[1+q_n(r_n-1)],\quad
A_{n+1}=e^{-ik}B_n[r_n+q_n(r_n-1)].
\end{equation*}
Thus $r_n$ obeys the map (\ref{map}). Because $q$ is imaginary,
\begin{equation*}
|1+q(r-1)|^2-|r+q(r-1)|^2=1-|r|^2,
\end{equation*}
so $|r_n|<1$ persists from $r_1=0$. The telescoping argument of Lemma 2 applies to $r^m$, and the expansion leading to (\ref{harm}) gives
\begin{equation*}
\langle\ln T\rangle=-2\sum_{n=1}^N\mathrm{Re}\langle\ln[1+q_n(r_n-1)]\rangle
=-\frac{Ns^2}{4}+O(s^2)+O(Ns^4). \quad\square
\end{equation*}

A single impurity, with $r=0$ before it, reflects a fraction $|q/(1+q)|^2\simeq v^2/4$. So $2\gamma=s^2/4$ is the mean reflection probability per site, and $1/(2\gamma)$ is the backscattering length.

\section{Correlated site energies}

Suppose neighbouring energies are correlated, $\overline{v_nv_{n-1}}=\kappa s^2$, while more distant ones are independent. Then $w_n$ is no longer independent of $v_n$. By (\ref{expand}),
\begin{equation*}
\langle q_nw_n\rangle\simeq-e^{2ik}\langle q_nq_{n-1}(w_{n-1}-1)^2\rangle
\simeq\frac{\kappa s^2}{4}e^{2ik}.
\end{equation*}
The term $q_nw_{n-1}$ has dropped out because $w_{n-1}$ depends on energies up to site $n-2$. In the last step $w_{n-1}$ was replaced by $e^{2ik}w_{n-2}$, at a cost of higher order, and its harmonics are again $O(s^2)$. Adding the real part to $s^2/8$,
\begin{equation}
\gamma\simeq\frac{s^2}{8}(1+2\kappa\cos2k). \label{corr}
\end{equation}
The bracket is the disorder spectrum at wave number $2k$, the momentum change needed to reverse the electron.

\section{A silicide wire at 4 K}

The example has one channel, $t=0.5$ eV, $E=0.4$ eV, $W=0.3$ eV and period $a=0.384$ nm. Then
\begin{align*}
4t^2-E^2&=1.00-0.16=0.84\ \mathrm{eV^2},\\
\gamma&=\frac{0.09}{24\times0.84}=0.004464\ \text{per site},\\
\xi&=a/\gamma=224\ \text{sites}=86\ \mathrm{nm}.
\end{align*}
The backscattering length is $43$ nm. Here $s^2=0.0357$ and $|\sin2k|=0.733$, so the disorder is weak in the required sense. Direct iteration of random chains gives $0.004492\pm0.000011$, about $0.6$ per cent above the law. Equation (\ref{next}) accounts for $0.5$ per cent, and the rest is within the sampling error.

The centre crossover scale is $0.0075/0.5=0.015$ eV, far below $E$. With $W$ held fixed, the computed rate at $E=0$ is $0.917$ times the law, but at $E=0.15$ eV the factor is $1.003$.

A $200$ nm wire has $521$ sites and $\langle\ln T\rangle=-2\times0.0044643\times521=-4.652$; a sample of random wires gives $-4.68\pm0.02$. The typical transmission, defined here as $e^{\langle\ln T\rangle}=e^{-4.652}=0.0095$, is the value in the opening paragraph. At a single sharp energy it corresponds to a conductance $(2e^2/h)T=0.74\ \mu$S. At 4 K the conductance averages $T$ over energies within a few $k_BT$. Since the logarithm of an average is at least the average of the logarithm, this makes the typical conductance larger; for random wires of this length the increase is about a quarter, to roughly $0.9\ \mu$S. The sample mean of $T$ is $0.078$, eight times larger, because a minority of wires transmit far better than the typical one.

These parameters are rough choices in the regime of yttrium disilicide nanowires on Si(001), which are of nanometre width and have quasi-one-dimensional metallic bands; the period is that of the silicon surface along the wire. The thinnest such wires tend towards charge order on cooling, which can open a gap at the Fermi energy; the example assumes that the band stays metallic at 4 K. Real wires generally offer more than one channel and need not have uncorrelated disorder. Coupling two such chains by $0.15$ eV, with $E$ and $W$ fixed, raises the computed length from $86$ to about $123$ nm. The direction is not general: a coupling of $0.55$ eV, which puts one channel near its band edge, shortens the length to about $43$ nm. Correlation $\kappa=1/2$ at fixed variance has a larger effect: (\ref{corr}) gives a factor $0.32$ in $\gamma$, and simulation, with each site energy a normalized sum of two neighbouring box-distributed values, gives $0.34$ and a length of about $255$ nm; the small excess over $0.32$ depends on the distribution. For $\kappa=-1/2$ the factor is instead $1.68$ and the length shrinks. The result is thus not a prediction for a measured wire.

Temperature limits the coherence assumed here. To lowest order in the electron-phonon coupling, the scattering rate at the Fermi energy is at most $2\pi\lambda k_BT/\hbar$. With a rough $\lambda=0.2$ and $\hbar v=0.352$ eV\,nm, the phonon scattering length is at least $810$ nm at 4 K, well above $\xi$; for an electron $4k_BT$ from the Fermi energy the rate can exceed the bound by up to about a quarter, which leaves this conclusion unchanged. At 300 K the bound is $10.8$ nm. The bound arises because a phonon of energy $xk_BT$ scatters in proportion to the sum of its Bose and Fermi factors, $1/(e^x-1)+1/(e^x+1)=1/\sinh x$, which is at most $1/x$. The true length therefore exceeds the bound by a factor $\sinh x/x$, which is below $2.5$ for phonon energies up to $2.5k_BT$, or about $65$ meV at 300 K. Localization over $86$ nm should thus not be expected at room temperature. Moving the energy away from the band centre by $4k_BT$ changes $\xi$ by $-0.13$ per cent at 4 K and $-11$ per cent at 300 K.

Thermionic leakage into the silicon is minor: for a $0.4$ eV barrier and a $1$ nm wide wire, the thermionic estimate at 300 K is $1.6\times10^{-4}\ \mu$S. Electron interactions are a more serious omission. With a rough mean relative permittivity of $6.35$, the ratio $e^2/(4\pi\epsilon_0\epsilon_r\hbar v)$ is $0.64$, which is not small. The one-electron law cannot say how far interactions would move the length. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
hopping t = 0.500 eV
energy E from band centre = 0.400 eV
disorder width W = 0.300 eV
lattice period = 0.384 nm
wire length = 200 nm, sites = 521
k = 1.9823 rad, sin k = 0.9165
variance W^2/12 = 0.00750 eV^2
4t^2 - E^2 = 0.8400 eV^2
reduced strength s2 = 0.03571
abs(sin 2k) = 0.7332
gamma, law = 0.004464 per site
gamma, direct = 0.004492 +- 0.000011 per site
gamma, stationary phase = 0.004488 per site
stationary phase / law = 1.00522
1 + 3 s2/20 = 1.00536
localization length = 224.0 sites
localization length = 86.0 nm
backscattering length = 43.0 nm
correction / s2 at E/t = 0.5: 0.1495
correction / s2 at E/t = 0.8: 0.1499
correction / s2 at E/t = 1.0: 0.1499
correction / s2 at E/t = 1.5: 0.1497
centre factor, weak limit = 0.91389
centre factor, W/t = 0.05: 0.91391
centre factor, example W = 0.91675
centre crossover energy = 15.0 meV
ratio to law at ten times that energy = 1.00271
edge gamma, W/t = 0.40: 0.06807 per site
edge gamma, W/t = 0.05: 0.01707 per site
edge power of W = 0.6651
mean ln T, law = -4.652
mean ln T, wires = -4.682 +- 0.018
typical T, law = 0.00954
mean T, wires = 0.07782
typical conductance = 0.740 uS
correlation factor, formula = 0.3200
correlation factor, W/t = 0.3: 0.3240
correlation factor, example W = 0.3369
correlated length = 255 nm
coupling to second chain = 0.150 eV
two-chain gamma = 0.003119 +- 0.000017 per site
two-chain length = 123 nm
hbar times velocity = 0.3519 eV nm
phonon coupling, rough = 0.20
phonon length at 4 K, at least 813 nm
phonon length at 300 K, at least 10.8 nm
length shift for 4 kT at 4 K = -0.13 %
length shift for 4 kT at 300 K = -11.1 %
level spacing in one length = 12.85 meV
kT at 4 K = 0.345 meV
kT at 300 K = 25.85 meV
mean permittivity, rough = 6.35
Coulomb coupling ratio = 0.644
barrier = 0.40 eV, wire width = 1.0 nm
leakage conductance at 300 K = 1.60e-04 uS
\end{verbatim}
